# Orbital and Spin Moments from Synthetic Iron L-Edge Dichroism, with Errors: verification in Python

```python
# RESULT UNDER TEST: 2p->3d circular-dichroism sum rules and their error propagation.
# p = L3 area of (mu_plus - mu_minus), q = the same over L3+L2,
# r = L3+L2 area of (mu_plus + mu_minus), n = number of 3d holes.
# m_orb = -4 q n/(3 r), m_spin = -(6 p - 4 q) n/r when <Tz> = 0,
# hence m_orb/m_spin = 2 q/(9 p - 6 q).
# Axis z is along the majority spin; moments are <Lz> and 2<Sz> of electrons.
# White-line areas come from angular quadrature and a diagonalized core l.s.
import numpy as np
from math import factorial, pi, sqrt
from scipy.integrate import trapezoid
from scipy.special import lpmv

rng = np.random.default_rng(12)


def angular_momentum(l):
    m = l - np.arange(int(round(2 * l + 1)))
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m))


def harmonic(l, m, cos_theta, phi):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    value = norm * lpmv(a, l, cos_theta) * np.exp(1j * a * phi)
    return value if m >= 0 else (-1) ** a * value.conj()


# Angular quadrature, exact for the low-order polynomials used here
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(16) / 16
cos_t, phi = np.meshgrid(nodes, angles, indexing="ij")
weight = node_weights[:, None] * np.ones(16) * 2 * pi / 16
sin_t = np.sqrt(1 - cos_t**2)
unit = (sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t)
p_orb = [harmonic(1, m, cos_t, phi) for m in (1, 0, -1)]
d_orb = [harmonic(2, m, cos_t, phi) for m in (2, 1, 0, -1, -2)]


def matrix(bras, function, kets):
    return np.array([[np.sum(weight * b.conj() * function * k) for k in kets]
                     for b in bras])


dipole_functions = {1: (unit[0] + 1j * unit[1]) / sqrt(2),
                    -1: (unit[0] - 1j * unit[1]) / sqrt(2), 0: unit[2]}
dipole = {a: matrix(d_orb, f, p_orb) for a, f in dipole_functions.items()}
spin = angular_momentum(0.5)
core_l = angular_momentum(1)
core_ls = sum(np.kron(a, b) for a, b in zip(core_l, spin))
levels, vectors = np.linalg.eigh(core_ls)
upper = vectors[:, levels > 0]
lower = vectors[:, levels < 0]
assert upper.shape[1] == 4 and lower.shape[1] == 2
projector = {"L3": upper @ upper.conj().T, "L2": lower @ lower.conj().T}
assert np.allclose(projector["L3"] - 2 * projector["L2"], 2 * core_ls)

Lz = np.kron(angular_momentum(2)[2], np.eye(2))
Sz = np.kron(np.eye(5), spin[2])
Tz = Sz - 3 * sum(np.kron(matrix(d_orb, unit[2] * unit[i], d_orb), spin[i])
                  for i in range(3))


def expectation(rho, operator):
    return np.trace(rho @ operator).real


def line_areas(rho):
    result = {}
    for a in (1, -1, 0):
        D = np.kron(dipole[a], np.eye(2))
        for edge in ("L3", "L2"):
            result[a, edge] = expectation(rho, D @ projector[edge] @ D.conj().T)
    return result


# Closed orbital weights against angular quadrature
m_d = np.array([2, 1, 0, -1, -2])
closed_weights = {1: (2 + m_d) * (1 + m_d) / 30,
                  -1: (2 - m_d) * (1 - m_d) / 30, 0: (4 - m_d**2) / 15}
for a in dipole:
    assert np.allclose(np.sum(abs(dipole[a])**2, axis=1), closed_weights[a])
diagonal_T = np.kron(2 * (m_d**2 - 2) / 7, [0.5, -0.5])
assert np.allclose(np.diag(Tz), diagonal_T)
spin_operator = np.zeros((10, 10), complex)
for a in (1, -1):
    D = np.kron(dipole[a], np.eye(2))
    spin_operator += a * D @ (2 * core_ls) @ D.conj().T
assert np.allclose(np.diag(spin_operator),
                   np.kron(4 * (m_d**2 - 1) / 15, [0.5, -0.5]))

# General hole density matrices, including spin mixing and nonzero Tz
largest_sum_rule_error = 0.0
for trial in range(20):
    raw = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
    basis, _ = np.linalg.qr(raw)
    rho = basis @ np.diag(rng.uniform(0, 1, 10)) @ basis.conj().T
    area = line_areas(rho)
    p_test = area[1, "L3"] - area[-1, "L3"]
    q_test = p_test + area[1, "L2"] - area[-1, "L2"]
    errors = (sum(area.values()) - 0.4 * np.trace(rho).real,
              q_test - expectation(rho, Lz) / 5,
              3 * p_test - 2 * q_test
              - 0.4 * expectation(rho, 2 * Sz / 3 + 7 * Tz / 3))
    largest_sum_rule_error = max(largest_sum_rule_error, *map(abs, errors))
assert largest_sum_rule_error < 1e-11

# Round model parameters; energies in eV are measured from the L3 line
holes, spin_moment, orbital_moment = 3.5, 2.0, 0.10
splitting, width3, width2, step_width = 13.0, 0.9, 1.1, 0.5
e_min, e_max, cut = -10.0, 30.0, 6.5
area_per_hole = 4.0  # isotropic white-line area, with unit step height
up_holes = (holes - spin_moment) / 2
down_holes = (holes + spin_moment) / 2
orbital_slope = -orbital_moment / 20
occupations = np.array([[up_holes / 5 + orbital_slope * m,
                         down_holes / 5 + orbital_slope * m] for m in m_d])
assert occupations.min() >= 0 and occupations.max() <= 1
rho_model = np.diag(occupations.ravel())
assert abs(expectation(rho_model, Tz)) < 1e-12
true_orbital = -expectation(rho_model, Lz)
true_spin = -2 * expectation(rho_model, Sz)
raw_areas = line_areas(rho_model)
polar = {a: raw_areas[a, "L3"] + raw_areas[a, "L2"] for a in (1, -1, 0)}
assert abs(polar[0] - (polar[1] + polar[-1]) / 2) < 1e-12
scale = area_per_hole * holes / (sum(polar.values()) / 3)
areas = {key: scale * value for key, value in raw_areas.items()}

energy = np.linspace(e_min, e_max, 4001)
in_L3 = energy <= cut + 1e-9


def gaussian(center, width):
    return np.exp(-0.5 * ((energy - center) / width)**2) / (width * sqrt(2 * pi))


def step(e, shift=0.0):
    def rise(x):
        return 0.5 + np.arctan(x / step_width) / pi
    return 2 * rise(e - shift) / 3 + rise(e - splitting - shift) / 3


def step_area(end, shift=0.0):
    def primitive(x):
        return x / 2 + (x * np.arctan(x / step_width)
                        - step_width / 2 * np.log1p((x / step_width)**2)) / pi
    return sum(w * (primitive(end - c - shift) - primitive(e_min - c - shift))
               for w, c in ((2 / 3, 0.0), (1 / 3, splitting)))


profile3, profile2 = gaussian(0, width3), gaussian(splitting, width2)
true_step = step(energy)
measured = {a: areas[a, "L3"] * profile3 + areas[a, "L2"] * profile2 + true_step
            for a in (1, -1)}


def analyse(background_plus, background_minus, n):
    plus = measured[1] - background_plus
    minus = measured[-1] - background_minus
    difference = plus - minus
    p = trapezoid(difference[in_L3], energy[in_L3])
    q = trapezoid(difference, energy)
    r = trapezoid(plus + minus, energy)
    return np.array([p, q, r, -4 * q * n / (3 * r),
                     -(6 * p - 4 * q) * n / r, 2 * q / (9 * p - 6 * q)])


base = analyse(true_step, true_step, holes)
p, q, r, m_orb, m_spin, ratio = base
assert abs(m_orb - true_orbital) < 1e-6
assert abs(m_spin - true_spin) < 1e-6
assert abs(ratio - true_orbital / true_spin) < 1e-6

# Separate background and hole-count errors through the complete analysis
S_full, S_cut = step_area(e_max), step_area(cut)
B = 2 * S_full
G = step(e_max) - step(e_min)
height_error, shift_error, hole_error, mismatch = 0.05, 0.5, 0.1, 0.002
high = analyse((1 + height_error) * true_step,
               (1 + height_error) * true_step, holes)
assert abs(high[2] - (r - height_error * B)) < 1e-4
assert np.allclose(high[3:5] / base[3:5], r / (r - height_error * B), rtol=1e-5)
moved_step = step(energy, shift_error)
moved = analyse(moved_step, moved_step, holes)
assert abs(moved[2] - r - 2 * (S_full - step_area(e_max, shift_error))) < 1e-4
assert abs((moved[2] - r) / (2 * G * shift_error) - 1) < 0.02
more_holes = analyse(true_step, true_step, holes + hole_error)
for changed in (high, moved, more_holes):
    assert abs(changed[5] - ratio) < 1e-10

uneven = analyse((1 - mismatch) * true_step, true_step, holes)
delta_p, delta_q = mismatch * S_cut, mismatch * S_full
assert abs(uneven[0] - p - delta_p) < 1e-6
assert abs(uneven[1] - q - delta_q) < 1e-6
linear_ratio_change = 18 * (p * delta_q - q * delta_p) / (9 * p - 6 * q)**2
ratio_change = uneven[5] - ratio
assert abs(ratio_change / linear_ratio_change - 1) < 0.03
assert abs(ratio_change / ratio) > 0.05

# Independent random errors; tolerance covers sampling and second-order terms
sigma_height, sigma_shift, sigma_holes, samples = 0.02, 0.3, 0.1, 4000
draws = []
for _ in range(samples):
    background = ((1 + rng.normal(0, sigma_height))
                  * step(energy, rng.normal(0, sigma_shift)))
    draws.append(analyse(background, background,
                         holes + rng.normal(0, sigma_holes))[3:])
draws = np.array(draws)
parts = np.array([sigma_holes / holes, B * sigma_height / r,
                  2 * G * sigma_shift / r])
relative_sigma = np.linalg.norm(parts)
mc_relative = draws[:, :2].std(axis=0, ddof=1) / base[3:5]
correlation = np.corrcoef(draws[:, 0], draws[:, 1])[0, 1]
assert np.all(abs(mc_relative / relative_sigma - 1) < 0.06)
assert correlation > 1 - 1e-9 and np.ptp(draws[:, 2]) < 1e-10


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Areas use unit continuum-step height; muB = Bohr magneton")
show("Input holes", holes, "", 2)
show("Input spin moment", true_spin, "muB")
show("Input orbital moment", true_orbital, "muB")
show("L3-L2 splitting", splitting, "eV", 1)
print(f"Gaussian rms widths L3, L2: {width3:.1f}, {width2:.1f} eV")
show("Arctangent step width", step_width, "eV", 1)
print(f"Window and L3/L2 cut: {e_min:.1f} to {e_max:.1f}, {cut:.1f} eV")
show("Isotropic white-line area per hole", area_per_hole, "eV", 1)
for a, name in ((1, "plus"), (-1, "minus")):
    for edge in ("L3", "L2"):
        show(f"White-line area mu_{name} {edge}", areas[a, edge], "eV")
for label, value in zip(("p", "q", "r"), base[:3]):
    show(label, value, "eV")
show("Recovered orbital moment", m_orb, "muB")
show("Recovered spin moment", m_spin, "muB")
show("Recovered orbital/spin ratio", ratio, "", 5)
show("Step area S per helicity", S_full, "eV")
show("Step area S_cut up to the cut", S_cut, "eV")
show("Step area B for both helicities", B, "eV")
show("Height-error amplification B/r", B / r)
show("Step rise G across window", G)
cases = ((f"Step height +{100 * height_error:.0f}%", high),
         (f"Step shift +{shift_error:.1f} eV", moved),
         (f"Hole count +{hole_error:.1f}", more_holes),
         (f"Step left in mu_plus {100 * mismatch:.1f}%", uneven))
for name, case in cases:
    print(f"{name}: r = {case[2]:.4f} eV, ratio = {case[5]:.5f}")
    print(f"  orbital = {case[3]:.5f} muB, spin = {case[4]:.4f} muB")
    change = 100 * (case[3:5] / base[3:5] - 1)
    print(f"  changes: orbital {change[0]:.2f}%, spin {change[1]:.2f}%")
print(f"Mismatch delta p, delta q: {delta_p:.5f}, {delta_q:.5f} eV")
print(f"Ratio change full, linear: {ratio_change:.5f}, {linear_ratio_change:.5f}")
show("Ratio change relative to ratio", 100 * ratio_change / ratio, "%", 2)
show("Standard error of step height", 100 * sigma_height, "%", 1)
show("Standard error of step position", sigma_shift, "eV", 1)
show("Standard error of hole count", sigma_holes, "", 1)
for name, part in zip(("hole count", "step height", "step position"), parts):
    show(f"Relative moment error from {name}", 100 * part, "%", 2)
show("Combined relative moment error", 100 * relative_sigma, "%", 2)
show("Monte Carlo relative moment error", 100 * mc_relative[0], "%", 2)
print(f"Monte Carlo samples: {samples}")
show("Orbital moment standard error", m_orb * relative_sigma, "muB", 5)
show("Spin moment standard error", m_spin * relative_sigma, "muB")
show("Correlation of the two moment errors", correlation, "", 6)
print(f"Largest general sum-rule error: {largest_sum_rule_error:.1e}")
print("success")
```

Output:

```
Areas use unit continuum-step height; muB = Bohr magneton
Input holes: 3.50
Input spin moment: 2.0000 muB
Input orbital moment: 0.1000 muB
L3-L2 splitting: 13.0 eV
Gaussian rms widths L3, L2: 0.9, 1.1 eV
Arctangent step width: 0.5 eV
Window and L3/L2 cut: -10.0 to 30.0, 6.5 eV
Isotropic white-line area per hole: 4.0 eV
White-line area mu_plus L3: 7.8000 eV
White-line area mu_plus L2: 5.9000 eV
White-line area mu_minus L3: 10.8667 eV
White-line area mu_minus L2: 3.4333 eV
p: -3.0667 eV
q: -0.6000 eV
r: 28.0000 eV
Recovered orbital moment: 0.1000 muB
Recovered spin moment: 2.0000 muB
Recovered orbital/spin ratio: 0.05000
Step area S per helicity: 25.5662 eV
Step area S_cut up to the cut: 4.4460 eV
Step area B for both helicities: 51.1323 eV
Height-error amplification B/r: 1.8262
Step rise G across window: 0.9804
Step height +5%: r = 25.4434 eV, ratio = 0.05000
  orbital = 0.11005 muB, spin = 2.2010 muB
  changes: orbital 10.05%, spin 10.05%
Step shift +0.5 eV: r = 28.9806 eV, ratio = 0.05000
  orbital = 0.09662 muB, spin = 1.9323 muB
  changes: orbital -3.38%, spin -3.38%
Hole count +0.1: r = 28.0000 eV, ratio = 0.05000
  orbital = 0.10286 muB, spin = 2.0571 muB
  changes: orbital 2.86%, spin 2.86%
Step left in mu_plus 0.2%: r = 28.0511 eV, ratio = 0.04531
  orbital = 0.09131 muB, spin = 2.0152 muB
  changes: orbital -8.69%, spin 0.76%
Mismatch delta p, delta q: 0.00889, 0.05113 eV
Ratio change full, linear: -0.00469, -0.00473
Ratio change relative to ratio: -9.38 %
Standard error of step height: 2.0 %
Standard error of step position: 0.3 eV
Standard error of hole count: 0.1
Relative moment error from hole count: 2.86 %
Relative moment error from step height: 3.65 %
Relative moment error from step position: 2.10 %
Combined relative moment error: 5.09 %
Monte Carlo relative moment error: 5.07 %
Monte Carlo samples: 4000
Orbital moment standard error: 0.00509 muB
Spin moment standard error: 0.1018 muB
Correlation of the two moment errors: 1.000000
Largest general sum-rule error: 1.8e-15
success
```
